# Silicon displacement threshold from the onset energy of electron damage

**Question**

I am working on an exercise about displacement damage. A silicon crystal is irradiated with electrons, and damage begins when the beam energy reaches 145 keV. I have to convert this onset into a displacement threshold, the smallest energy that must be given to a silicon atom to knock it out of its site.

I treated the event as a head-on elastic collision between a light ball and a heavy one. The largest fraction of energy that can be transferred is then $4mM/(m+M)^2$, and I get about 11.3 eV. The answer given with the exercise is 12.9 eV.

I can see that a 145 keV electron is fast, but the silicon atom ends up with only about a dozen eV, which is as nonrelativistic as anything can be. Why should relativity change its energy by more than an eV? How is the correct formula derived, and how seriously should I take the third digit of the answer?

**Answer**

Your picture of the collision is right, and so is your view of the silicon atom. What needs changing is the momentum of the incoming electron. At a given kinetic energy a relativistic electron carries more momentum than $\sqrt{2mE}$, and the recoil energy of a heavy atom is set by the momentum it receives.

**What the onset tells us**

I use atomic units in the algebra: the electron mass is 1, the speed of light is $c=137.036$, and $M$ is the mass of the atom in electron masses. Let $E$ be the kinetic energy of the electron before the collision and $T$ the kinetic energy of the atom after it.

The simplest displacement model assumes that

- the atom is free and at rest before the collision;
- the collision is elastic, so no energy goes into radiation or electronic excitation;
- a single collision displaces the atom if $T\ge T_d$, and otherwise does not;
- the threshold $T_d$ is the same for every recoil direction.

Let $T_{\max}(E)$ be the largest recoil energy that an electron of energy $E$ can produce. If $T_{\max}$ grows with $E$, damage begins when it reaches the threshold:

$$T_d=T_{\max}(E_{\text{onset}}).$$

The task is therefore to find $T_{\max}(E)$ and to confirm that it grows.

**Momenta before and after**

The total energy of the electron is its kinetic energy plus its rest energy, $E+c^2$. It is related to the momentum $p$ by

$$(E+c^2)^2=p^2c^2+c^4.$$

Expanding the left side, cancelling $c^4$ and dividing by $c^2$ gives

$$p^2=2E+\frac{E^2}{c^2}.$$

The first term is the nonrelativistic result. The second is positive, so the momentum is larger than the nonrelativistic formula says.

The same relation for the atom, whose rest energy is $Mc^2$, gives its final momentum $P$:

$$P^2=2MT+\frac{T^2}{c^2}.$$

I keep the tiny second term for now, because it will cancel without any approximation.

**Conservation laws**

Let $\varphi$ be the angle between the recoil and the beam, and $\mathbf p'$ the final momentum of the electron. Momentum conservation says $\mathbf p'=\mathbf p-\mathbf P$. Squaring,

$$p'^2=p^2+P^2-2pP\cos\varphi,$$

so that

$$2pP\cos\varphi=P^2+p^2-p'^2.$$

Energy conservation leaves the electron with kinetic energy $E-T$, hence

$$p'^2=2(E-T)+\frac{(E-T)^2}{c^2}.$$

Subtract this from $p^2$, using $E^2-(E-T)^2=2ET-T^2$:

$$p^2-p'^2=2T+\frac{2ET-T^2}{c^2}
=2T\left(1+\frac{E}{c^2}\right)-\frac{T^2}{c^2}.$$

Now add $P^2$. The two terms in $T^2/c^2$ have opposite signs and cancel:

$$2pP\cos\varphi=2T\left(M+1+\frac{E}{c^2}\right).$$

Write $A=M+1+E/c^2$ for the bracket. Dividing by 2 leaves $pP\cos\varphi=TA$. The right side is positive for any real recoil, so $\cos\varphi>0$: the atom always goes into the forward half-space.

Square this relation and insert $P^2$:

$$p^2\cos^2\varphi\left(2MT+\frac{T^2}{c^2}\right)=T^2A^2.$$

One solution is $T=0$, which means no collision. For a real recoil, divide by $T$ and collect the terms that contain $T$:

$$2Mp^2\cos^2\varphi=T\left(A^2-\frac{p^2\cos^2\varphi}{c^2}\right),$$

$$T(\varphi)=\frac{2Mp^2\cos^2\varphi}{A^2-p^2\cos^2\varphi/c^2}.$$

**The largest recoil**

As $\cos^2\varphi$ increases, the numerator grows and the denominator shrinks. The denominator stays positive, as its smallest value, worked out next, shows. The largest recoil therefore has $\cos^2\varphi=1$: the atom goes straight forward and the electron bounces straight back. In that case

$$A^2=(M+1)^2+\frac{2(M+1)E}{c^2}+\frac{E^2}{c^4},
\qquad
\frac{p^2}{c^2}=\frac{2E}{c^2}+\frac{E^2}{c^4}.$$

The difference is $(M+1)^2+2ME/c^2$, which is positive, and so

$$T_{\max}=\frac{2Mp^2}{(M+1)^2+2ME/c^2}
=\frac{2ME\,(2+E/c^2)}{(M+1)^2+2ME/c^2}.$$

To see that this grows with $E$, take the reciprocal and divide numerator and denominator by $E$:

$$\frac{1}{T_{\max}}=\frac{(M+1)^2/E+2M/c^2}{2M\,(2+E/c^2)}.$$

When $E$ increases, the numerator falls and the denominator rises. The reciprocal falls, so $T_{\max}$ rises, as the damage criterion requires.

**The heavy-atom form**

For silicon, with a mean atomic mass of 28.085 u, $M=51195.8$. Take $M^2$ out of the denominator:

$$(M+1)^2+\frac{2ME}{c^2}
=M^2\left(1+\frac{2}{M}+\frac{1}{M^2}+\frac{2E}{Mc^2}\right).$$

At 145 keV the three small terms add up to about $5\times10^{-5}$. Dropping them gives

$$T_{\max}\approx\frac{2p^2}{M}
=\frac{4E}{M}\left(1+\frac{E}{2c^2}\right).$$

This has a simple reading. The atom is so heavy that the electron bounces back with almost its original momentum, reversed. The atom receives $2p$, and its kinetic energy is $(2p)^2/(2M)=2p^2/M$. This last step uses the ordinary nonrelativistic formula for the atom.

**Where your 11.3 eV comes from**

Let $c\to\infty$ in the full result. The terms with $E/c^2$ vanish, leaving

$$T_{\max}^{\text{nr}}=\frac{4ME}{(M+1)^2},$$

which is your formula with $m=1$. For a heavy atom it differs from the relativistic result by the factor $1+E/(2c^2)$. The same factor relates the true $p^2$ to its nonrelativistic value $2E$. The correction thus measures the kinetic energy of the electron against twice the electron's rest energy.

The atom's own relativistic correction is governed by $T/(Mc^2)$, which is about $5\times10^{-10}$ here. You were right to treat the atom as slow, but the momentum handed to it comes from a particle that is not slow.

**The numbers**

The electron rest energy is $c^2=510.999$ keV, so

$$1+\frac{E}{2c^2}=1+\frac{145.0}{2\times510.999}=1.14188.$$

The nonrelativistic part is

$$\frac{4E}{M}=\frac{4\times145000\ \text{eV}}{51195.8}=11.33\ \text{eV},$$

and the relativistic result is

$$T_d=11.33\ \text{eV}\times1.14188=12.94\ \text{eV},$$

or 0.4754 hartree. To three digits these are your 11.3 eV and the expected 12.9 eV. The full formula gives 12.9358 eV and the heavy-atom form 12.9364 eV, so the approximation is harmless.

The momenta show the same thing. In atomic units the electron has $p=110.315$, whereas $\sqrt{2E}=103.234$. The ratio is 1.0686, and its square is 1.142.

The formula can be checked by a different route: transform the collision to the centre-of-mass frame, reverse the momenta there, and transform back. Done numerically for the same 145 keV and the same mass, this also gives 12.9358 eV.

The nonrelativistic value is too low by 1.61 eV, or 12.4 percent of the relativistic one.

**Going backwards**

It is also useful to find the onset from a known threshold. Multiply the heavy-atom form by $Mc^2/2$ and bring everything to one side:

$$E^2+2c^2E-\frac{Mc^2T_d}{2}=0.$$

The kinetic energy must be positive, so we take the positive root:

$$E_{\text{onset}}=c^2\left(\sqrt{1+\frac{MT_d}{2c^2}}-1\right).$$

Inserting the 12.9358 eV from the full formula returns 144.99 keV. The missing 0.01 keV is the heavy-atom approximation. The nonrelativistic formula would need 165.57 keV to reach the same threshold, so someone using it to choose a safe beam energy would set the limit about 21 keV too high.

**When the correction matters**

For $E\ll2c^2$ the bracket tends to 1 and $T_{\max}$ is proportional to $E$. The correction reaches 1 percent of the nonrelativistic value when $E=0.01\times2c^2$, or about 10 keV.

For $E\gg2c^2$, but still with $E\ll Mc^2/2$, the second term in the bracket dominates:

$$T_{\max}\approx\frac{2E^2}{Mc^2}.$$

The recoil energy then grows as the square of the beam energy. This is the behaviour of a particle with $p\approx E/c$ whose momentum is reversed by a heavy target. At 145 keV we are between the two limits, and closer to the first.

**How seriously to take the third digit**

As an answer to the exercise, 12.9 eV is correct. As a property of a real crystal it is less sharp, and the assumptions listed at the start show why.

*Atomic motion.* Suppose the atom already moves along the beam with kinetic energy $\varepsilon$. Its initial momentum is $\pm\sqrt{2M\varepsilon}$, and the collision adds very nearly $2p=\sqrt{2MT_{\max}}$. The final kinetic energy is

$$\frac{\left(\sqrt{2MT_{\max}}\pm\sqrt{2M\varepsilon}\right)^2}{2M}
=T_{\max}+\varepsilon\pm2\sqrt{T_{\max}\varepsilon}.$$

The cross term makes a small initial energy count for much more than its own size.

To estimate $\varepsilon$, treat the crystal as a set of harmonic vibrations. Half of the mean energy of each vibration is kinetic. With the Debye frequency distribution, the mean kinetic energy along one axis at temperature $\tau$ is

$$\varepsilon=\frac{k_B\tau}{2}\int_0^1 3s^2\,\frac{x}{2}\coth\frac{x}{2}\,ds,
\qquad x=\frac{s\,\theta_D}{\tau},$$

where $s$ is the frequency divided by the Debye frequency and $\theta_D$ is the Debye temperature. With the rough value $\theta_D=645$ K, this gives $\varepsilon=0.0158$ eV at 300 K. Then

$$2\sqrt{12.94\times0.0158}\ \text{eV}=0.90\ \text{eV}.$$

Including $\varepsilon$ itself, an atom moving forward ends with 13.85 eV and one moving backward with 12.05 eV. These are shifts of $+0.92$ and $-0.89$ eV, more than half the relativistic correction.

Cooling does not remove the effect. As $\tau\to0$ the hyperbolic cotangent tends to 1, and the integral gives $\varepsilon=3k_B\theta_D/16=0.0104$ eV, the zero-point value. The forward shift is still 0.74 eV.

*Direction.* In a crystal the threshold depends on where the atom is pushed. Because $M$ is large, the angular formula above reduces to $T(\varphi)\approx T_{\max}\cos^2\varphi$. At $20^\circ$ from the beam the largest available energy is 11.42 eV. If an easy direction lay there with a threshold of 11.42 eV, and no other direction reached its own threshold first, damage would begin at the same 145 keV. For atoms at rest, 12.9 eV is therefore an upper bound on the lowest directional threshold. It equals that threshold if the easiest direction lies along the beam.

*Reading the onset.* Differentiating the heavy-atom form,

$$\frac{dT_{\max}}{dE}=\frac{4}{M}\left(1+\frac{E}{c^2}\right),$$

which is 0.1003 eV per keV at 145 keV. An error of 5 keV in the onset thus moves the threshold by 0.50 eV. There is also a reason for the error to have a definite sign. For a threshold that is the same in all directions, just above the true onset only recoils in a narrow cone with $\cos^2\varphi\ge T_d/T_{\max}$ can cause damage, and the cone closes at the onset itself. With a direction-dependent threshold the allowed recoils form a small window that need not be centred on the beam, but it closes at the onset too. A measurement that needs a certain number of defects will therefore tend to report too high an onset. Taken alone, this makes the inferred threshold too high, whereas ignoring forward atomic motion makes it too low. The closing cone describes atoms at rest. With moving atoms there is no sharp onset, only a damage rate that falls off smoothly below it, and which of the two biases wins depends on how few defects the measurement can detect.

*Sample thickness and mass.* With a rough electronic stopping power of 0.6 eV/nm, the beam loses 0.60 keV in a layer 1000 nm thick. This lowers $T_{\max}$ by 0.060 eV at the back. Elastic scattering in the same layer also spreads the beam, by roughly $10^\circ$ root-mean-square (the median deflection is nearer $5^\circ$). For recoil along the original beam direction this costs about $T_{\max}\sin^2 10^\circ\approx0.4$ eV on average. For a direction $20^\circ$ off the beam the effect is larger and of either sign: a $10^\circ$ tilt toward or away from it changes $T_{\max}\cos^2\varphi$ by $+1.1$ or $-1.7$ eV. Using the mass of silicon-28 instead of the mean mass raises the result to 12.99 eV. That is a change of only 0.05 eV, but it is enough to turn the rounded answer into 13.0 eV. No atom has the mean mass, and silicon-28, the lightest and by far the most abundant stable isotope, is the one displaced first.

**Comparison with real silicon**

Measured displacement thresholds reported for silicon scatter over roughly 10 to 30 eV, depending on the method, the direction and what is counted as a stable defect. This range is not a bound: thresholds along hard directions can be higher. The 12.9 eV found here lies near the lower end, as one would expect from the first appearance of damage. The assumption of an atom at rest fails in every real sample, and for the typical motion at 300 K this shifts the available energy by about 0.9 eV either way. That figure is one standard deviation of a Gaussian velocity distribution, and the first damage comes from its forward tail: an atom moving forward with two or three times the typical momentum ends with about 14.8 or 15.8 eV. The reading "about 13 eV, uncertain by about 1 eV" therefore holds only if damage is first noticed at a sizeable displacement cross section (of order 1 to 10 barn, estimated with the McKinley–Feshbach cross section, the Gaussian motion at 300 K and a threshold that is the same in all directions), the onset is known to within a few keV, and the easiest direction lies within about $16^\circ$ of the beam, where $T_{\max}\sin^2\varphi$ reaches 1 eV. A much more sensitive measurement sees the tail. In the same estimate the true threshold lies about 1.8 eV above 12.9 eV if damage is noticed at 0.1 barn, 2.5 eV at 0.01 barn, 3.2 eV at 0.001 barn, and higher still at greater sensitivity. An onset measurement does not supply a threshold averaged over directions, because the first damage comes only from recoils that are favourable for displacement.

The difference between 11.3 and 12.9 eV has another status. It is not part of this uncertainty, but a systematic error that comes from using the wrong electron momentum, and a better measurement of the onset would not remove it. The values used here are listed in the numerical output below.

## Computed values

```
Onset energy E: 145.0 keV
Onset energy E: 5328.65 hartree
Silicon mean atomic mass: 28.085 u
Silicon mass M: 51195.8 electron masses
Speed of light c: 137.0360 atomic units
Electron rest energy c^2: 510.999 keV
Hartree energy: 27.21139 eV
Electron momentum p: 110.315 atomic units
Nonrelativistic momentum: 103.234 atomic units
Factor 1+E/(2c^2): 1.14188 (no unit)
Threshold, full formula: 12.9358 eV
Threshold, full formula: 0.47538 hartree
Threshold, heavy-atom form: 12.9364 eV
Threshold by Lorentz boosts: 12.9358 eV
Threshold, nonrelativistic: 11.3286 eV
Relativistic minus nonrelativistic: 1.607 eV
Shortfall of nonrelativistic: 12.42 percent
Onset from inverse relation: 144.99 keV
Nonrel. onset, same threshold: 165.57 keV
Slope dT/dE: 0.1003 eV per keV
Temperature: 300 K
Debye temperature (rough): 645 K
Mean axis kinetic energy, warm: 0.0158 eV
Mean axis kinetic energy, 1 K: 0.0104 eV
Final energy, atom moving forward: 13.85 eV
Final energy, atom moving backward: 12.05 eV
Shift, forward atom, warm: 0.92 eV
Shift, backward atom, warm: -0.89 eV
Shift, forward atom, 1 K: 0.74 eV
Assumed easy direction: 20 degrees
Recoil energy in that direction: 11.42 eV
Assumed onset reading error: 5.0 keV
Threshold error from reading: 0.50 eV
Assumed layer thickness: 1000 nm
Stopping power (rough): 0.6 eV/nm
Beam energy loss in layer: 0.60 keV
Drop of T_max across layer: 0.060 eV
Silicon-28 mass: 27.977 u
Threshold with silicon-28 mass: 12.986 eV
Threshold with bare-nucleus mass: 12.9393 eV
```
